\section*{Scalar and tensor polarizabilities of a triplet P term}

An atom in a term with $L=1$, $S=1$ is placed in a weak static field $F$ along $z$. Atomic units are used unless another unit is given, and hyperfine structure is absent. With $Z=\sum_i z_i$ summed over the electrons, whose charge is $-1$, the perturbation is $+FZ$. A polarizability $\alpha$ is defined by the quadratic shift $\Delta E=-\tfrac12\alpha F^2$. For an angular momentum $K$ with projection $M$, the scalar part $\alpha_0$ and the tensor part $\alpha_2$ are defined by
\begin{equation}
\alpha(K,M)=\alpha_0+\alpha_2\,\frac{3M^2-K(K+1)}{K(2K-1)},\qquad K\ge 1 .
\label{conv}
\end{equation}
The fraction equals 1 at $M=\pm K$. For $K=0$ there is a scalar part alone. The letter $K$ stands for $L$ when spin is ignored and for $J$ when the fine-structure levels are treated.

\section*{(a) The term without spin-orbit coupling}

\textit{Let $a(0)$ and $a(1)$ be the polarizabilities of the components $M_L=0$ and $M_L=1$. Show that these two numbers describe the whole term, and express its scalar and tensor parts through them.}

\textbf{Solution.} Let $H_0$ be the spin-independent Hamiltonian, $E$ the energy of the term, and $|k\rangle$ the states of opposite parity with energies $E_k\neq E$. All nine states of the term have the same parity and $Z$ is odd, so $Z$ has no matrix elements inside the term and the first-order shift vanishes. Degenerate second-order perturbation theory then gives the operator
\begin{equation}
-F^2\sum_k\frac{Z|k\rangle\langle k|Z}{E_k-E}=-\tfrac12F^2\hat\alpha,
\qquad
\hat\alpha=2\sum_k\frac{Z|k\rangle\langle k|Z}{E_k-E}.
\label{op}
\end{equation}
The minus sign comes from writing the denominator as $E_k-E$ instead of $E-E_k$; the factor 2 compensates the $\tfrac12$ in the definition of $\alpha$.

Three symmetries fix the form of $\hat\alpha$ within the term.
\begin{itemize}
\item $H_0$ and $Z$ commute with every component of the total spin. Hence $\hat\alpha$ neither changes $M_S$ nor depends on it, and acts on the orbital part alone.
\item $H_0$ and $Z$ commute with $L_z$, so $\hat\alpha$ is diagonal in $M_L$.
\item Reflection in the $xz$ plane leaves $H_0$ and $Z$ unchanged and turns $M_L$ into $-M_L$. The values for $M_L=1$ and $M_L=-1$ are therefore equal.
\end{itemize}
For $L=1$ the operator $L_z^2$ has the value 0 or 1, so
\begin{equation}
\hat\alpha=a(0)\,(1-L_z^2)+a(1)\,L_z^2 .
\label{proj}
\end{equation}
In \eqref{conv} with $K=1$ the denominator is 1 and the numerator is $3M_L^2-2$. The same operator is thus
\begin{equation}
\hat\alpha=\alpha_0+\alpha_2(L)\,(3L_z^2-2),
\label{st}
\end{equation}
and the two kinds of component give
\begin{equation}
a(0)=\alpha_0-2\alpha_2(L),\qquad a(1)=\alpha_0+\alpha_2(L).
\label{comp}
\end{equation}
Subtracting the first equation from the second leaves $a(1)-a(0)=3\alpha_2(L)$. Adding twice the second to the first cancels $\alpha_2(L)$ and leaves $a(0)+2a(1)=3\alpha_0$. Hence
\begin{equation}
\alpha_0=\frac{a(0)+2a(1)}{3},\qquad
\alpha_2(L)=\frac{a(1)-a(0)}{3}.
\label{inv}
\end{equation}
The scalar part is the mean over the three orientations of the orbital. The tensor part measures the anisotropy, and it is negative when the $M_L=0$ component is the more polarizable one.

\section*{(b) The fine-structure levels}

\textit{Spin-orbit coupling now splits the term into $^3P_0$, $^3P_1$ and $^3P_2$, by much more than the anisotropic part of the Stark energy. Its effect on the energy denominators and on the wavefunctions entering $\hat\alpha$ is neglected. Find the scalar and tensor parts for each $J$.}

\textbf{Solution.} The splitting selects the states $|J,M\rangle$, while $\hat\alpha$ remains the operator \eqref{st}. Since $\hat\alpha$ conserves $M=M_L+M_S$, it is diagonal within one $J$ level, and $\alpha(J,M)$ is its expectation value.

Write $|M_L;M_S)$ for the product states. For either unit angular momentum the lowering operator gives $|1\rangle\to\sqrt2\,|0\rangle$ and $|0\rangle\to\sqrt2\,|{-1}\rangle$. For the sum, $J_-|J,M\rangle=\sqrt{J(J+1)-M(M-1)}\,|J,M-1\rangle$. The state with the largest $M$ is $|2,2\rangle=|1;1)$. Lowering it gives
\begin{equation}
2\,|2,1\rangle=\sqrt2\,\bigl[\,|0;1)+|1;0)\,\bigr],
\qquad
|2,1\rangle=\frac{|1;0)+|0;1)}{\sqrt2}.
\end{equation}
Lowering once more, with the factor $\sqrt6$ on the left, gives
\begin{equation}
\sqrt6\,|2,0\rangle=|0;0)+|1;-1)+|{-1};1)+|0;0),
\qquad
|2,0\rangle=\frac{|1;-1)+2\,|0;0)+|{-1};1)}{\sqrt6}.
\end{equation}
The state $|1,1\rangle$ is the combination with $M=1$ orthogonal to $|2,1\rangle$. Lowering it cancels the two $|0;0)$ terms:
\begin{equation}
|1,1\rangle=\frac{|1;0)-|0;1)}{\sqrt2},
\qquad
|1,0\rangle=\frac{|1;-1)-|{-1};1)}{\sqrt2}.
\end{equation}
Finally, let $|0,0\rangle$ have coefficients $c_1,c_2,c_3$ on $|1;-1)$, $|0;0)$, $|{-1};1)$. Orthogonality to $|1,0\rangle$ requires $c_1=c_3$; orthogonality to $|2,0\rangle$ requires $c_1+2c_2+c_3=0$, so $c_2=-c_1$ and
\begin{equation}
|0,0\rangle=\frac{|1;-1)-|0;0)+|{-1};1)}{\sqrt3}.
\end{equation}

Let $w$ be the probability of finding $|M_L|=1$, which is the expectation value of $L_z^2$. Equation \eqref{st} gives $\alpha(J,M)=\alpha_0+(3w-2)\,\alpha_2(L)$. Reading $w$ from the states yields
\begin{equation}
\begin{array}{c|ccc|cc|c}
(J,M) & (2,2) & (2,1) & (2,0) & (1,1) & (1,0) & (0,0)\\ \hline
w & 1 & 1/2 & 1/3 & 1/2 & 1 & 2/3\\
3w-2 & 1 & -1/2 & -1 & -1/2 & 1 & 0
\end{array}
\label{table}
\end{equation}
A rotation by $\pi$ about $x$ reverses $M$, $M_L$ and $M_S$ but not $L_z^2$, so negative $M$ adds nothing new.

These values are now compared with \eqref{conv}. For $J=2$ the fraction is $(3M^2-6)/6$, equal to $1,-\tfrac12,-1$ for $M=2,1,0$. This is the row $3w-2$ itself. For $J=1$ the fraction is $3M^2-2$, equal to $1,-2$ for $M=1,0$, while the row reads $-\tfrac12,1$, which is $-\tfrac12$ times the fraction. For $J=0$ nothing is added to $\alpha_0$. Therefore
\begin{equation}
\alpha_2({}^3P_2)=\alpha_2(L),\qquad
\alpha_2({}^3P_1)=-\tfrac12\,\alpha_2({}^3P_2),
\label{main}
\end{equation}
and $\alpha_0$ is the same for all three levels.

The change of sign can be seen in the states. The state $|2,2\rangle$ contains the component $M_L=1$ alone, whereas $|1,1\rangle$ contains $M_L=1$ and $M_L=0$ equally. The mean value of $w$ over the three orientations is $2/3$; the first state lies above it and the second below.

\section*{(c) What decides the sign of the anisotropy}

\textit{The field couples the P term to S, P and D terms of opposite parity. Find what each kind contributes to $a(0)$ and $a(1)$.}

\textbf{Solution.} Under orbital rotations $Z$ is the zero component of a vector, so $Z|M_L\rangle$ transforms like the product of two unit angular momenta with projections $M_L$ and 0. By the Wigner--Eckart theorem its matrix element with $|L',M_L\rangle$ is a factor independent of $M_L$ times the coefficient of $|M_L;0)$ in the coupled state with $J$ replaced by $L'$. Those states were constructed in (b). The squared coefficients are
\begin{equation}
\begin{array}{c|ccc}
 & L'=0 & L'=1 & L'=2\\ \hline
M_L=0 & 1/3 & 0 & 2/3\\
M_L=1 & 0 & 1/2 & 1/2
\end{array}
\end{equation}
S terms contribute to $a(0)$ alone, P terms to $a(1)$ alone, and D terms to both in the ratio $\tfrac23:\tfrac12=4:3$. Let $s$ be the S part of $a(0)$, and let $p$ and $d$ be the P and D parts of $a(1)$. Then $a(0)=s+\tfrac43d$ and $a(1)=p+d$, and \eqref{inv} gives
\begin{equation}
\alpha_0=\frac{s}{3}+\frac{2p}{3}+\frac{10d}{9},\qquad
\alpha_2(L)=-\frac{s}{3}+\frac{p}{3}-\frac{d}{9}.
\label{spd}
\end{equation}
If one kind of term acted alone, $\alpha_2(L)/\alpha_0$ would be $-1$, $+\tfrac12$ or $-\tfrac1{10}$ for S, P or D. When all coupled terms lie above the P term, $s$, $p$ and $d$ are non-negative; S and D terms then push $\alpha_2(L)$ down and P terms push it up.

\section*{(d) Magnesium $3s3p\,{}^3P$}

\textit{Evaluate the results for magnesium, and find the shifts at $10^7$ V/m.}

\textbf{Solution.} The two valence electrons are treated by full configuration interaction outside a frozen Hartree--Fock core of Mg$^{2+}$. The basis consists of Gaussians with exponents $0.01\times2.5^k$: 16 of s, 11 of p, 6 of d and 3 of f type, the f set running from 0.0250 to 0.1562. Virtual shells above 10 hartree are dropped. Core polarization, core-valence correlation and relativity are left out. The sum over states gives
\begin{equation}
a(0)=127.78,\qquad a(1)=90.40 .
\end{equation}
Diagonalization in a finite field gives 127.777 and 90.400, against 127.778 and 90.400 from the sum over states. From \eqref{inv},
\begin{align}
\alpha_0&=\frac{127.78+2\times90.40}{3}=102.86,\\
\alpha_2(L)&=\frac{90.40-127.78}{3}=-12.46 .
\end{align}
In SI units these are $1.70\times10^{-39}$ and $-2.05\times10^{-40}$ C$^2$\,m$^2$/J. Without the f functions the values are 99.7 and $-12.3$, a change of about 3\% in $\alpha_0$ and 1\% in $\alpha_2(L)$. This change measures the contribution of the f functions, not the basis error that remains when they are included. Enlarging the basis with diffuse, more closely spaced and g functions moves $a(0)$, $a(1)$ and $\alpha_0$ by up to 0.1 and $\alpha_2(L)$ by up to 0.02. The omitted core correlation matters more: an approximate core-polarization potential gives $\alpha_0\approx102.2$ and $\alpha_2(L)\approx-14.1$, a change below 1\% in the scalar part but about 13\% in the tensor part. The digits given below therefore serve to follow the arithmetic and do not indicate the accuracy for the real atom.

The partial sums are $s=57.18$, $p=37.45$ and $d=52.95$. The D part of $a(0)$ is 70.60, and $70.60/52.95=1.333$, as the ratio $4:3$ requires. Equation \eqref{spd} becomes
\begin{equation}
\alpha_2(L)=-19.06+12.48-5.88=-12.46 .
\end{equation}
The negative sign therefore comes from the S and D terms, with the P terms cancelling half of their sum in this frozen-core model (about 45\% once core polarization is included). A single S state, 0.0889 hartree above the P term, supplies 51.39 of $s$. A single P state at 0.1601 hartree supplies 37.36 of $p$.

By \eqref{main}, $\alpha_2({}^3P_2)=-12.46$ and $\alpha_2({}^3P_1)=+6.23$. The field is $F=1.94469\times10^{-5}$ in atomic units. The shift of $^3P_0$, for which $\alpha=102.859$, is $-127.973$ MHz, so one atomic unit of polarizability corresponds to a shift of $-127.973/102.859=-1.2442$ MHz. The other shifts follow by multiplication:
\begin{equation}
\begin{array}{c|cc}
\text{state} & \alpha & \text{shift (MHz)}\\ \hline
{}^3P_1,\ M=0 & 90.40 & -112.5\\
{}^3P_1,\ |M|=1 & 109.09 & -135.7\\
{}^3P_2,\ M=0 & 115.32 & -143.5\\
{}^3P_2,\ |M|=1 & 109.09 & -135.7\\
{}^3P_2,\ |M|=2 & 90.40 & -112.5
\end{array}
\end{equation}
In $^3P_1$ the state $M=0$ is shifted least, and in $^3P_2$ it is shifted most: this is the sign change in \eqref{main}. The equal entries for $|M|=1$ reflect the equal weights of $M_L=0$ and $|M_L|=1$ in both states. Likewise, $|1,0\rangle$ and $|2,2\rangle$ both have $w=1$ and share the value $a(1)$.

\section*{(e) When the field competes with the splitting}

\textit{Describe the splitting by $A\,\mathbf L\cdot\mathbf S$. At what field do the $J$ levels cease to be the right starting point, and what replaces them?}

\textbf{Solution.} As long as $A$ and the Stark energies are small compared with the distances to other terms, the leading effective Hamiltonian of the nine states is
\begin{equation}
H_{\rm eff}=A\,\mathbf L\cdot\mathbf S-\tfrac12F^2\hat\alpha .
\end{equation}
At $F=0$ its energies are $\tfrac A2[J(J+1)-4]$, that is $-2A$, $-A$ and $A$ for $J=0,1,2$.

Take $M=1$ in the basis $|1;0)$, $|0;1)$. With $\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+)$, the diagonal elements vanish because one projection is zero in each state. The off-diagonal element is $\tfrac12\sqrt2\sqrt2=1$. Hence
\begin{equation}
H_{M=1}=\begin{pmatrix}-\tfrac12a(1)F^2&A\\ A&-\tfrac12a(0)F^2\end{pmatrix}.
\end{equation}
Half the difference of the diagonal elements is $-\tfrac14[a(1)-a(0)]F^2=-\tfrac34\alpha_2(L)F^2$, so
\begin{equation}
E_\pm=-\tfrac14\,[a(0)+a(1)]F^2\pm\sqrt{A^2+\bigl(\tfrac34\alpha_2(L)F^2\bigr)^2}.
\label{cross}
\end{equation}
In a weak field the root is $|A|$ plus a term of order $F^4$, and both levels have the polarizability $\tfrac12[a(0)+a(1)]$ found in (b). In a strong field the root tends to $\tfrac34|\alpha_2(L)|F^2$, and the levels acquire the polarizabilities $a(0)$ and $a(1)$ of the product states. The two terms under the root are equal at
\begin{equation}
F_c^2=\frac{4|A|}{3|\alpha_2(L)|},
\end{equation}
and the gap is $2|A|\sqrt{1+(F/F_c)^4}$. Using \eqref{main} for the shifts of all the states requires $F\ll F_c$. The states $|2,\pm2\rangle$ and $|1,0\rangle$ are exceptions: within the term the field does not mix them with other states, and they keep the polarizability $a(1)$.

For $M=0$ the operator $L_z^2$ does not connect $|1,0\rangle$ with $|2,0\rangle$, since the contributions of $|1;-1)$ and $|{-1};1)$ cancel, nor with $|0,0\rangle$, for the same reason. It does connect $|2,0\rangle$ with $|0,0\rangle$, with the element $(1+1)/\sqrt{18}=\sqrt2/3$. In the basis $|2,0\rangle,|0,0\rangle$,
\begin{equation}
\hat\alpha=\alpha_0+\alpha_2(L)\begin{pmatrix}-1&\sqrt2\\ \sqrt2&0\end{pmatrix}.
\end{equation}
The eigenvalues $\lambda$ of this matrix obey $\lambda^2+\lambda-2=0$, so $\lambda=1$ or $-2$. When the field dominates, these reproduce $a(1)$ and $a(0)$ of \eqref{comp}. In particular, the purely scalar response of $^3P_0$ is also a weak-field property.

In magnesium at $10^7$ V/m, the energy $\tfrac34|\alpha_2(L)|F^2$ is $1.5\times12.46\times1.2442=23.3$ MHz. The fine-structure intervals are roughly $10^6$ MHz, so the $J$ levels are appropriate.

The gap between the two energies in \eqref{cross} was tested by diagonalizing a model with a $^3P$ term and excited $^3S$, $^3P$, $^3D$ terms at 0.10, 0.16 and 0.12 hartree. The dipole matrix elements are the coupling coefficients of (c) times the strengths 2, 4 and 3 for S, P and D, and the spin-orbit operator in the excited P and D terms is $\tfrac12A\,\mathbf L\cdot\mathbf S$. Then $s=2\cdot4\cdot\tfrac13/0.10=26.67$, $p=2\cdot16\cdot\tfrac12/0.16=100$ and $d=2\cdot9\cdot\tfrac12/0.12=75$. By \eqref{spd} the model has $\alpha_2(L)=16.11$, and for $A=10^{-7}$ hartree this gives $F_c=9.10\times10^{-5}$. At $F=F_c$ the computed gap is $1.41421\times2A$, in agreement with $\sqrt2\times2A$.

\section*{(f) Fine structure in the denominators}

\textit{How do the results of (b) change when the spin-orbit energies are kept in $\hat\alpha$, to first order in $A$?}

\textbf{Solution.} Let the spin-orbit operator be $AV$, with $V$ linear in the total spin and acting within each triplet term separately, as in the model of (e). In the P term $V=\mathbf L\cdot\mathbf S$, with the value $v_J=\tfrac12[J(J+1)-4]$. The states $|J,M\rangle$ are unchanged. With $R=(H_0-E)^{-1}$ on the states of opposite parity,
\begin{equation}
\bigl[H_0-E+A(V-v_J)\bigr]^{-1}=R-A\,R(V-v_J)R+O(A^2),
\end{equation}
so the polarizability changes by
\begin{equation}
\delta\alpha(J,M)=-2A\,\langle J,M|\,ZR(V-v_J)RZ\,|J,M\rangle .
\end{equation}
Consequently $\alpha_2({}^3P_J)$ acquires a correction $A\beta_J$, with $\beta_J$ independent of $A$. For $\alpha_2(L)\neq0$,
\begin{equation}
\frac{\alpha_2({}^3P_1)}{\alpha_2({}^3P_2)}
=\frac{-\frac12\alpha_2(L)+A\beta_1}{\alpha_2(L)+A\beta_2}
=-\frac12+\frac{A\,(\beta_1+\frac12\beta_2)}{\alpha_2(L)}+O(A^2).
\end{equation}
The model gives $-0.499690$ for $A=10^{-4}$ hartree and $-0.499969$ for $A=10^{-5}$ hartree. The departures from $-\tfrac12$ are $3.1\times10^{-4}$ and $3.1\times10^{-5}$, proportional to $A$.

The scalar parts separate as well. Acting on $|J,M\rangle$, $v_J$ may be replaced by $\mathbf L\cdot\mathbf S$, so $\delta\alpha$ is the expectation value of an operator linear in $\mathbf S$. Averaging over $M$ keeps its rotation-invariant part, a product of an orbital vector with $\mathbf S$. Within $L=1$ an orbital vector is proportional to $\mathbf L$. The change of $\alpha_0$ is therefore proportional to $v_J=-2,-1,1$ for $J=0,1,2$. At $A=10^{-4}$ hartree the model gives 158.7740, 158.8314 and 158.9464, against 158.8889 without spin-orbit coupling. The differences $-0.1149$, $-0.0575$ and $+0.0575$ follow this pattern.

Two kinds of mixing lie outside the model. Spin-orbit coupling can mix different triplet terms of the same parity. This also changes $\alpha$ at first order in $A$, and it can be as large as the effect kept here, so the coefficients found above belong to the model and not to a real atom. The coupling can also mix triplets with terms of another total spin, singlets or quintets. Since $Z$ conserves the total spin, a state that starts and ends as a triplet needs two such spin-changing steps, and the effect on $\alpha$ begins at second order in that coupling. For magnesium, the measured spin-orbit constants of $3s3p$ and $3p^2\,{}^3P$ (both near 20 cm$^{-1}$), with $s$, $p$ and $d$ placed at the energies of their leading states, move the polarizabilities of (d) by up to about 0.15 and the ratio to about $-0.498$, so the equal entries in the table are equal only to that level. The two kinds of mixing were not computed for magnesium. Further values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
alpha2(3P1)/alpha2(L), explicit states: -0.500000
alpha2(3P2)/alpha2(L), explicit states: 1.000000
Gaussian exponents: 0.01 * 2.5^k bohr^-2
Number of s, p, d, f exponents: 16 11 6 3
f exponents: 0.0250 to 0.1562 bohr^-2
Virtual-orbital cutoff: 10.0 hartree; active orbitals: 75
Mg a(0), sum over states: 127.778 a.u.; finite field: 127.777 a.u.
Mg a(1), sum over states: 90.400 a.u.; finite field: 90.400 a.u.
Mg S-term part of a(0): 57.175 a.u.
Mg P-term part of a(1): 37.448 a.u.
Mg D-term part of a(0): 70.603 a.u.; of a(1): 52.952 a.u.
Mg D-term ratio a(0)/a(1): 1.333333
Mg largest single S contribution to a(0): 51.394 a.u. at 0.08885 hartree
Mg largest single P contribution to a(1): 37.361 a.u. at 0.16014 hartree
Mg largest single D contribution to a(1): 40.574 a.u. at 0.11869 hartree
Mg without f functions: alpha0 = 99.727 a.u., alpha2(L) = -12.304 a.u.
Mg alpha0: 102.859 a.u. = 1.6959e-39 C^2 m^2/J
Mg alpha2(L): -12.459 a.u. = -2.0542e-40 C^2 m^2/J
Field: 1.0e+07 V/m = 1.94469e-05 a.u.
Mg 3P0 |M|=0: alpha = 102.859 a.u., shift = -127.973 MHz
Mg 3P1: alpha0 = 102.859 a.u., alpha2 = 6.230 a.u.
Mg 3P1 |M|=0: alpha = 90.400 a.u., shift = -112.472 MHz
Mg 3P1 |M|=1: alpha = 109.089 a.u., shift = -135.724 MHz
Mg 3P2: alpha0 = 102.859 a.u., alpha2 = -12.459 a.u.
Mg 3P2 |M|=0: alpha = 115.318 a.u., shift = -143.474 MHz
Mg 3P2 |M|=1: alpha = 109.089 a.u., shift = -135.724 MHz
Mg 3P2 |M|=2: alpha = 90.400 a.u., shift = -112.472 MHz
Model excited S, P, D energies: 0.1 0.16 0.12 hartree
Model S, P, D dipole strengths: 2.0 4.0 3.0 a.u.
Model spin-orbit constants of excited P, D relative to A: 0.5 0.5
Model without spin: alpha0 = 158.8889 a.u., alpha2(L) = 16.1111 a.u.
Model A = 1e-04 hartree: alpha2(3P1)/alpha2(3P2) = -0.499690, alpha0(J=0,1,2) = 158.7740, 158.8314, 158.9464 a.u.
Model A = 1e-05 hartree: alpha2(3P1)/alpha2(3P2) = -0.499969, alpha0(J=0,1,2) = 158.8774, 158.8831, 158.8946 a.u.
Model A = 1e-07 hartree: alpha2(3P1)/alpha2(3P2) = -0.500000, alpha0(J=0,1,2) = 158.8888, 158.8888, 158.8889 a.u.
Model crossover field for A = 1e-07 hartree: 9.0972e-05 a.u.
Model M=1 gap/(2A) at (F/F_crossover)^2 = 0.1: 1.00499 (formula 1.00499)
Model M=1 gap/(2A) at (F/F_crossover)^2 = 1.0: 1.41421 (formula 1.41421)
Model M=1 gap/(2A) at (F/F_crossover)^2 = 3.0: 3.16222 (formula 3.16228)
\end{verbatim}
